\section*{Landau-Zener Classification of a Redox Couple at an Electrode}

\section*{Problem}

A redox species is held near a metal electrode at zero overpotential, so that reactant and product have equal free energy. Take the following model parameters: effective electronic coupling $V=2$ meV, angular solvent frequency $\omega=10^{13}$ s$^{-1}$, reorganisation energy $\lambda=1$ eV and temperature $T=298.15$ K, for which $kT=25.69$ meV.

\begin{enumerate}
\item Find the probability $P$ that the electron transfers in one passage of the solvent through the crossing of the two diabatic curves.
\item Find the transmission factor $\kappa$ and classify the couple. Call it nonadiabatic if $\kappa<0.1$, adiabatic if $\kappa>0.9$, and intermediate otherwise. These cuts are a convention.
\item Find the rate constant and the couplings at which the class changes.
\item A metal offers many levels, not one. State what $V$ then means.
\end{enumerate}

The solvent is one classical harmonic coordinate $q$, and $V$ does not depend on $q$. Friction is weak enough for the system to cross ballistically, yet it traps the system once it has entered a well. Successive passages are added as probabilities, without interference.

\section*{Hints}

\begin{enumerate}
\item Put the wells at $q=0$ and $q=1$. How fast does the energy gap change when $q$ moves through the crossing?
\item The Landau-Zener exponent contains the inverse speed. Average it over the systems that actually arrive at the crossing.
\item A system that fails to transfer turns round and meets the crossing again. Follow it until it is trapped.
\item For the metal, sum the weak-coupling rate over the empty levels and compare it with the rate for one level.
\end{enumerate}

\section*{Solution}

\subsection*{The crossing and its gap rate}

The diabatic energies are
\begin{equation}
U_a=\lambda q^2,\qquad U_b=\lambda(q-1)^2 .
\end{equation}
At the donor minimum $U_b-U_a=\lambda$, as the definition of the reorganisation energy requires. The curves meet where $q^2=(q-1)^2$, that is at $q=1/2$, at height $\lambda/4=0.25$ eV. The gap is $U_a-U_b=\lambda(2q-1)$, so it changes at the rate
\begin{equation}
\alpha=2\lambda|\dot q| .
\end{equation}
A harmonic well $\tfrac12M\omega^2q^2=\lambda q^2$ has $M=2\lambda/\omega^2$, and the kinetic energy is $\lambda\dot q^2/\omega^2$.

\subsection*{One passage: the Landau-Zener formula}

Near the crossing let the gap be $\alpha t$. With the common energy removed, the amplitudes obey
\begin{equation}
i\hbar\dot a=\tfrac12\alpha t\,a+Vb,\qquad i\hbar\dot b=Va-\tfrac12\alpha t\,b .
\end{equation}
Set $t=s\sqrt{\hbar/\alpha}$, $\delta=V^2/(\hbar\alpha)$, $a=Ae^{-is^2/4}$ and $b=Be^{is^2/4}$. The diagonal terms cancel, leaving
\begin{equation}
A'=-i\sqrt\delta\,Be^{is^2/2},\qquad B'=-i\sqrt\delta\,Ae^{-is^2/2}.
\end{equation}
Let $C=A'$, so that $|C|^2=\delta|B|^2$. Differentiating the first equation and using the second gives $C'=isC-\delta A$. One more derivative gives
\begin{equation}
C''-isC'+(\delta-i)C=0 .
\label{eq:C}
\end{equation}
A solution is
\begin{equation}
C(s)=\int_0^{\infty e^{i\pi/4}}p^{i\delta}e^{ip^2/2+ps}\,dp .
\end{equation}
To verify it, write $p\,s\,e^{ps}=p\,\partial_pe^{ps}$ in $-isC'$ and integrate by parts. The boundary terms vanish, and
\begin{equation}
-isC'=i\int e^{ps}\,\partial_p\!\left(p^{1+i\delta}e^{ip^2/2}\right)dp=(i-\delta)C-C'' ,
\end{equation}
which is Eq.~\eqref{eq:C}.

For $s\to-\infty$, turn the path onto the positive real axis and put $p=y/|s|$. Then
\begin{equation}
C\to|s|^{-1-i\delta}G,\qquad G=\int_0^\infty y^{i\delta}e^{-y}dy .
\end{equation}
Hence $B\to0$: the electron starts on the donor. Since $C'$ falls as $s^{-2}$, the relation $\delta A=isC-C'$ gives $|A|^2\to|G|^2/\delta^2$. The integral $G$ is Euler's gamma function at $1+i\delta$, whose reflection formula gives $|G|^2=\pi\delta/\sinh\pi\delta$.

For $s\to+\infty$, go from $0$ to $-s$ along the real axis, then along the line through $p=is$ at angle $\pi/4$. The first piece is of order $1/s$, because $e^{ps}$ decays there. On the second, $p=is+w$ turns the exponent into $is^2/2+iw^2/2$, a Gaussian integral of modulus $\sqrt{2\pi}$. The remaining factor is $|(is)^{i\delta}|=e^{-\pi\delta/2}$. Thus $|C|^2\to2\pi e^{-\pi\delta}$, and
\begin{equation}
P=\frac{|B(\infty)|^2}{|A(-\infty)|^2}
=\frac{2\pi e^{-\pi\delta}}{\delta}\,\frac{\delta^2\sinh\pi\delta}{\pi\delta}
=1-e^{-2\pi\delta}.
\label{eq:LZ}
\end{equation}
A slow sweep or a strong coupling makes $\delta$ large. The system then follows the lower adiabatic curve, which means that the electron transfers.

\subsection*{Which speed to use}

The Boltzmann weight of a speed $v$ is $e^{-\lambda v^2/(\omega^2kT)}$. The mean speed is therefore
\begin{equation}
u=\frac{\int_0^\infty v\,e^{-\lambda v^2/(\omega^2kT)}dv}{\int_0^\infty e^{-\lambda v^2/(\omega^2kT)}dv}
=\frac{\omega^2kT/(2\lambda)}{\tfrac12\omega\sqrt{\pi kT/\lambda}}
=\omega\sqrt{\frac{kT}{\pi\lambda}} .
\end{equation}
Systems arrive at the crossing in proportion to $v$. Their mean inverse speed is the integral of $v\cdot v^{-1}$ times the weight, divided by that of $v$ times the weight, which is $1/u$. At weak coupling $P\propto1/v$, so $u$ is the correct single speed there.

With $\alpha=2\lambda u$, the exponent in Eq.~\eqref{eq:LZ} becomes
\begin{equation}
x=\frac{2\pi V^2}{\hbar\,2\lambda u}=\frac{\pi^{3/2}V^2}{\hbar\omega\sqrt{\lambda kT}}
=\frac{\nu_{\rm el}}{2\nu},
\quad \nu_{\rm el}=\frac{V^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}},
\quad \nu=\frac{\omega}{2\pi}.
\label{eq:x}
\end{equation}
For the given couple $\hbar=6.582\times10^{-16}$ eV\,s, and
\begin{equation}
\nu_{\rm el}=\frac{(0.002)^2}{6.582\times10^{-16}}\sqrt{\frac{\pi}{1\times0.02569}}\ {\rm s}^{-1}
=6.72\times10^{10}\ {\rm s}^{-1}.
\end{equation}
With $\nu=1.592\times10^{12}$ s$^{-1}$ this gives $x=0.0211$ and $P=1-e^{-0.0211}=0.0209$. Direct propagation of the two-state equations at the same gap rate gives the same $P$ to the digits shown. About one passage in fifty transfers the electron.

\subsection*{Repeated passages and the class}

A system arriving from the donor side transfers with probability $P$ and is trapped as product. Otherwise it climbs the donor curve, turns, and returns to the crossing. Let $S$ be the probability that it ends as product from this point. Let $R$ be the same probability for a system that returns on the acceptor curve from the other side. At each passage the electron changes curve with probability $P$.

On the donor curve moving left, the system either stays there and is trapped as reactant, or changes curve, climbs the acceptor curve and returns. Hence $S=PR$. On the acceptor curve moving right, it either stays and becomes product, or changes back and returns on the donor curve. Hence $R=(1-P)+PS$. Substitution gives
\begin{equation}
S=\frac{P(1-P)}{1-P^2}=\frac{P}{1+P},\qquad
\kappa=P+(1-P)S=\frac{2P}{1+P}.
\end{equation}
For small $P$, $\kappa\approx2P$: a failed attempt gets a second chance on the way back. For $P\to1$, $\kappa\to1$.

Here $\kappa=2(0.0209)/1.0209=0.041$. \emph{The couple is nonadiabatic.} Its solvent passes the crossing much faster than the electron responds.

Using one speed is an approximation beyond weak coupling. As a function of $x$, $P$ is concave, and $2P/(1+P)$ is an increasing concave function of $P$; so $\kappa$ is concave in $x$. Averaging over speeds, which leaves the mean exponent equal to $x$, can therefore only lower $\kappa$ or leave it unchanged. The averaged value is $0.039$, about 5\% below the single-speed value, and the class stands. The lowering comes from slow passages, for which a constant speed through the crossing is a poor description, so a difference of this size lies within the error of the passage picture.

\subsection*{The rate constant}

The thermal density in the donor well is $\sqrt{\lambda/(\pi kT)}\,e^{-\lambda q^2/kT}$. Half the systems at the crossing move towards the product, so the one-way flux is
\begin{equation}
\frac u2\sqrt{\frac{\lambda}{\pi kT}}\,e^{-\lambda/4kT}=\frac{\omega}{2\pi}e^{-\lambda/4kT}
=\nu e^{-\lambda/4kT},
\end{equation}
and $k_{\rm LZ}=\kappa\nu e^{-\lambda/4kT}$. The Boltzmann factor is $5.94\times10^{-5}$, so
\begin{equation}
k_{\rm LZ}=0.0409\times1.592\times10^{12}\times5.94\times10^{-5}\ {\rm s}^{-1}
\approx3.9\times10^6\ {\rm s}^{-1}.
\end{equation}

The golden rule gives an independent weak-coupling limit. With a classical solvent, the rate is $(2\pi/\hbar)V^2$ times the thermal density of zero gap. The gap has slope $2\lambda$, so this density is the density of $q$ at $1/2$ divided by $2\lambda$:
\begin{equation}
k_{\rm GR}=\frac{2\pi V^2}{\hbar}\,\frac{1}{2\lambda}\sqrt{\frac{\lambda}{\pi kT}}\,e^{-\lambda/4kT}
=\nu_{\rm el}\,e^{-\lambda/4kT}.
\label{eq:GR}
\end{equation}
For small $x$, $\kappa\nu\approx2x\nu=\nu_{\rm el}$, and the two rates agree. The solvent frequency has then cancelled: a faster solvent makes more attempts, each proportionally less effective. For this couple $k_{\rm GR}=4.0\times10^6$ s$^{-1}$, and $k_{\rm LZ}$ is 3\% below it. This difference is smaller than the uncertainty of the passage picture and should not be read as a physical reduction of the rate.

This limit also supports the verdict where the passage picture is weakest. On the donor curve, a system crossing at speed $u$ follows $q=\tfrac12\cos\omega t+(u/\omega)\sin\omega t$. It is back at $q=\tfrac12$ when $\tan(\omega t/2)=2u/\omega$, after 36 fs. The sweep has its own time scale, $\sqrt{\hbar/\alpha}=19$ fs. These times are comparable, so the two passages are not cleanly separated, and the formula for $\kappa$ is an interpolation. The golden rule does not divide the motion into passages, and it gives the small ratio $k_{\rm GR}/(\nu e^{-\lambda/4kT})=\nu_{\rm el}/\nu=0.042$.

\subsection*{Where the class changes}

From $P=\kappa/(2-\kappa)$ and $x=-\ln(1-P)$, Eq.~\eqref{eq:x} gives
\begin{equation}
x=\ln\frac{2-\kappa}{2-2\kappa},\qquad
V^2=\frac{x\,\hbar\omega\sqrt{\lambda kT}}{\pi^{3/2}} .
\end{equation}
At $\kappa=0.1$, $x=\ln(1.9/1.8)=0.054$ and $V=3.2$ meV. At $\kappa=0.9$, $x=\ln(1.1/0.2)=1.70$ and $V=18$ meV. These are single-speed values, and the upper one is rough: Eq.~\eqref{eq:LZ} takes the speed as constant through the crossing, which requires a kinetic energy well above $V$, whereas at speed $u$ it is only $\lambda u^2/\omega^2=kT/\pi=8$ meV. Averaging over speeds lowers $\kappa$, so it moves both boundaries to larger $V$, the upper one more strongly. The exponent depends on $\omega$ and $\lambda$ as well as on $V$ and $kT$, so comparing $V$ with $kT$ is not the criterion; the relevant scale for $V^2$ is $\hbar\omega\sqrt{\lambda kT}$.

\subsection*{What the coupling means at a metal}

Let the metal have $\rho$ levels per unit energy, each coupled to the redox orbital by $V_k$, with $\rho$ and $V_k$ constant near the Fermi level. The level width is $\Gamma=2\pi\rho|V_k|^2$. An electron that enters an empty level at energy $\varepsilon$ above the Fermi level raises the product curve by $\varepsilon$. In the donor well the gap $U_b-U_a$ is then Gaussian, with mean $\lambda+\varepsilon$ and variance $(2\lambda)^2kT/(2\lambda)=2\lambda kT$. The golden rule, summed over empty levels, gives
\begin{equation}
k_{\rm met}=\frac{\Gamma}{\hbar}\int_{-\infty}^{\infty}\frac{d\varepsilon}{1+e^{-\varepsilon/kT}}\,
\frac{e^{-(\lambda+\varepsilon)^2/4\lambda kT}}{\sqrt{4\pi\lambda kT}} .
\end{equation}
Expand the exponent:
\begin{equation}
\frac{(\lambda+\varepsilon)^2}{4\lambda kT}=\frac{\lambda}{4kT}+\frac{\varepsilon}{2kT}+\frac{\varepsilon^2}{4\lambda kT}.
\end{equation}
For $\lambda\gg kT$ drop the last term at first. The middle term combines with the occupation factor into $1/[2\cosh(\varepsilon/2kT)]$. With $w=e^{\varepsilon/2kT}$,
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\varepsilon}{2\cosh(\varepsilon/2kT)}=2kT\int_0^\infty\frac{dw}{1+w^2}=\pi kT .
\end{equation}
Thus $k_{\rm met}=(\Gamma/\hbar)\,\pi kT\,e^{-\lambda/4kT}/\sqrt{4\pi\lambda kT}$. Comparison with Eq.~\eqref{eq:GR} gives
\begin{equation}
V^2=\frac{\Gamma kT}{2}=\pi\rho kT|V_k|^2 .
\end{equation}
The effective coupling gathers the levels within a few $kT$ of the Fermi level. Here $\Gamma=2(2\ {\rm meV})^2/(25.69\ {\rm meV})=0.31$ meV.

The dropped term lowers the rate by the fraction $\langle\varepsilon^2\rangle/(4\lambda kT)$ at leading order. To find the average, put $y=\varepsilon/2kT$. Closing a contour between the real line and its shift by $i\pi$ gives $\int e^{iky}\,{\rm sech}\,y\,dy=\pi\,{\rm sech}(\pi k/2)$. The $k^2$ term yields $\langle y^2\rangle=\pi^2/4$, so $\langle\varepsilon^2\rangle=(\pi kT)^2$ and the reduction is $\pi^2kT/(4\lambda)=6.3\%$. Summing the levels with the full exponent gives a rate 5.5\% below the effective-coupling result; the rest is of higher order in $kT/\lambda$.

This identification rests on weak coupling, which holds here. For a strongly coupled metal, $x$ is only a rough guide, since the two-state formula does not treat a continuum of crossings.

\section*{Variation 1: stronger coupling}

\emph{Classify the couple for $V=10$ and $30$ meV, with everything else unchanged.}

Since $x\propto V^2$, the exponents are $25$ and $225$ times larger: $x=0.528$ and $4.75$. At 10 meV, $P=0.410$ and $\kappa=0.58$: the couple is intermediate. At 30 meV, $P=0.991$ and $\kappa=0.996$: it is adiabatic. Averaging over speeds gives $0.50$ and $0.96$, which leaves both classes unchanged. These values are estimates. The upper adiabatic curve lies at $\lambda/4+V$ at the crossing, and a fraction $1-e^{-V/kT}$ of the arriving systems, 32\% at 10 meV and 69\% at 30 meV, lack the energy to reach it, so the constant-speed formula does not describe them. The classes also belong to the two-state model. At a metal the meaning $V^2=\Gamma kT/2$ rests on the golden rule, which requires $\nu_{\rm el}\ll\nu$. It fails already at 10 meV, where $\nu_{\rm el}/\nu=2x=1.06$ although $\Gamma=2V^2/kT=7.8$ meV is below $kT$, and still more at 30 meV, where $\Gamma=70$ meV.

Coupling also lowers the barrier, which is a separate effect. With $y=q-\tfrac12$ and $r=\sqrt{\lambda^2y^2+V^2}$, the lower adiabatic energy is
\begin{equation}
E=\frac\lambda4+\lambda y^2-r=\frac\lambda4+\frac{r^2-V^2}{\lambda}-r .
\end{equation}
For $2V<\lambda$ the minima lie at $r=\lambda/2$, where $E=-V^2/\lambda$. The top is at $y=0$, where $E=\lambda/4-V$. The barrier is their difference,
\begin{equation}
\frac\lambda4-V+\frac{V^2}{\lambda}=\frac{(\lambda-2V)^2}{4\lambda}.
\end{equation}
At 30 meV it is $0.221$ eV instead of $0.250$ eV. This raises the Boltzmann factor by $e^{29.1/25.7}\approx3.1$, whereas $\kappa$ has nearly reached its ceiling. An adiabatic rate should use the lowered barrier. At $V=2$ meV the lowered barrier does not apply: a nonadiabatic couple mostly stays on its diabatic curve at the crossing, and its golden-rule rate contains the crossing height $\lambda/4$.

\section*{Variation 2: a slower solvent}

\emph{Return to $V=2$ meV and reduce $\omega$ tenfold. Does the class change, and does the rate fall tenfold?}

The exponent varies as $1/\omega$, so $x=0.211$, $P=0.190$ and $\kappa=0.32$. The couple becomes intermediate, although its electronic coupling is the same: the solvent now stays near the crossing for longer. Adiabaticity belongs to the electron and the solvent together.

The prefactor $\kappa\nu$ changes from $0.0409\times1.592\times10^{12}=6.5\times10^{10}$ s$^{-1}$ to $0.320\times1.592\times10^{11}=5.1\times10^{10}$ s$^{-1}$. With the single-speed formula the rate falls by 22\%, not tenfold, because the larger $\kappa$ offsets most of the loss in attempts. In the opposite limit, $x\gg1$, $\kappa$ cannot grow further and the rate is proportional to $\omega$.

The classical treatment requires $\hbar\omega$ to be well below $kT$. The original solvent has $\hbar\omega=6.6$ meV, about a quarter of $kT$, and the slower one satisfies the condition more easily. This covers the wells only. Near its top the lower adiabatic curve is $\lambda/4-V-(\lambda^2/2V-\lambda)y^2$, with barrier frequency $\omega_b=\omega\sqrt{\lambda/2V-1}$. For the original solvent $\hbar\omega_b$ is 46 meV at $V=10$ meV and 26 meV at 30 meV, not small against $kT$, so tunnelling near the top corrects those cases. A low frequency is not the same as strong friction, however. If friction makes the solvent diffuse through the crossing, there is no single passage speed, and Eq.~\eqref{eq:x} does not apply.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature = 298.15 K
kT = 25.693 meV
reorganisation energy = 1.00 eV
angular solvent frequency = 1.00e+13 s^-1
solvent frequency nu = 1.5915e+12 s^-1
hbar*omega = 6.582 meV
mean speed of q = 9.0433e+11 s^-1
gap rate at mean speed = 1.8087e+12 eV/s
Landau-Zener time = 19.08 fs
return time on donor curve = 35.79 fs
diabatic crossing height = 0.2500 eV
Boltzmann factor of crossing = 5.9446e-05
--- coupling V = 2.0 meV
nu_el = 6.7199e+10 s^-1
exponent x = 0.02111
P formula = 0.02089
P propagated = 0.02089
kappa = 0.04093
kappa, thermal average = 0.03899
adiabatic barrier = 0.24800 eV
class = nonadiabatic
--- coupling V = 10.0 meV
nu_el = 1.6800e+12 s^-1
exponent x = 0.52778
P formula = 0.41009
P propagated = 0.41009
kappa = 0.58165
kappa, thermal average = 0.49667
adiabatic barrier = 0.24010 eV
class = intermediate
--- coupling V = 30.0 meV
nu_el = 1.5120e+13 s^-1
exponent x = 4.75004
P formula = 0.99135
P propagated = 0.99135
kappa = 0.99566
kappa, thermal average = 0.96487
adiabatic barrier = 0.22090 eV
class = adiabatic
--- main couple, rates and electrode
nu_el/nu = 0.04222
Landau-Zener rate = 3.8720e+06 s^-1
golden-rule rate = 3.9948e+06 s^-1
equivalent metal width Gamma = 0.3114 meV
metal sum / effective-coupling rate = 0.9447
kappa with tenfold slower solvent = 0.3198
V at kappa 0.1 = 3.201 meV
V at kappa 0.5 = 8.765 meV
V at kappa 0.9 = 17.972 meV
\end{verbatim}
